\section*{Angular overlap matrix, its trace rule, and cubic ligand-field splittings}

\section{The decision}

Suppose the $d$-level splitting of an octahedral complex is known, and that of a tetrahedral complex with the same metal and ligands is wanted. Either the octahedral value is multiplied by $4/9$, or the second complex is calculated afresh. A related question arises in fitting: can the two splittings together determine separate $\sigma$ and $\pi$ parameters? Both answers follow from the matrix that several ligands produce in the space of the five $d$ orbitals.

The splittings are defined with the signs
\begin{equation}
\Delta_o=E(e_g)-E(t_{2g}),\qquad \Delta_t=E(t_2)-E(e).
\end{equation}
The sets $e_g$ and $e$ contain $z^2$ and $x^2-y^2$; the sets $t_{2g}$ and $t_2$ contain $xz$, $yz$ and $xy$. Energies are in hartree and are measured from the bare $d$ level.

\section{One ligand and its parameters}

Let $\mathbf n$ be the unit vector from the metal to a ligand. In a local frame with its third axis along $\mathbf n$, the $d$ functions are labelled $\sigma$ (local $z^2$), $\pi_1,\pi_2$ (local $xz,yz$) and $\delta_1,\delta_2$ (local $x^2-y^2,xy$).

Assume first that the ligand's effect is a real symmetric operator, unchanged by rotation about $\mathbf n$. Such a rotation by an angle $\alpha$ turns the $\pi$ pair by $\alpha$, the $\delta$ pair by $2\alpha$, and leaves $\sigma$ alone. The three kinds therefore do not mix. Within a pair, rotating an eigenvector gives another eigenvector of the same energy, so the pair is degenerate. The operator is diagonal, with energies $e_\sigma$, $e_\pi$ (twice) and $e_\delta$ (twice).

Assume next that the contributions of different ligands add. For covalent mixing this can be derived in a simple model. Take ligand orbitals that are orthogonal to the $d$ orbitals and neither overlap nor interact with each other. Let $g_\lambda$ be the depth of a ligand level below $d$, and $\beta_\lambda$ its coupling to the local $d$ function of the same type. If
\begin{equation}
F_{\lambda a}(L)=\langle d_\lambda^{L}|d_a\rangle
\end{equation}
is the overlap of the local function at ligand $L$ with the fixed function $d_a$, then $d_a=\sum_\lambda F_{\lambda a}d^L_\lambda$, and the coupling of $d_a$ to the ligand orbital is $\beta_\lambda F_{\lambda a}(L)$. With amplitudes $c_a$ on the metal and $b_{L\lambda}$ on the ligands, the eigenvalue equations are
\begin{align}
E\,c_a&=\sum_{L\lambda}\beta_\lambda F_{\lambda a}(L)\,b_{L\lambda},\\
(E+g_\lambda)\,b_{L\lambda}&=\beta_\lambda\sum_b F_{\lambda b}(L)\,c_b .
\end{align}
Solving the second for $b_{L\lambda}$ and inserting it in the first gives $Ec_a=\sum_bV_{ab}(E)c_b$, where
\begin{equation}
V_{ab}(E)=\sum_{L\lambda}e_\lambda(E)F_{\lambda a}(L)F_{\lambda b}(L),\qquad
e_\lambda(E)=\frac{\beta_\lambda^2}{E+g_\lambda}.
\label{eq:partition}
\end{equation}
The contributions add because the ligand orbitals do not interact. Up to this point nothing has been approximated within the model. The angular overlap model with constant parameters sets $E=0$, the bare $d$ energy, so that $e_\lambda=\beta_\lambda^2/g_\lambda$. This is second order in the coupling. A filled donor level below $d$ has $g_\lambda>0$ and pushes $d$ up; an acceptor level above $d$ has $g_\lambda<0$ and gives a negative parameter.

\section{Rotated $d$ functions}

Write each real $d$ function as a quadratic form in the unit vector $\hat{\mathbf r}$:
\begin{equation}
d_a(\hat{\mathbf r})=\sqrt{\tfrac{15}{8\pi}}\;\hat{\mathbf r}^TQ_a\hat{\mathbf r},
\end{equation}
with $Q_a$ symmetric and traceless. For any vectors $\mathbf u,\mathbf v$ the five matrices are defined by
\begin{align}
\mathbf u^TQ_{z^2}\mathbf v&=(3u_zv_z-\mathbf u\cdot\mathbf v)/\sqrt6,\nonumber\\
\mathbf u^TQ_{xz}\mathbf v&=(u_xv_z+u_zv_x)/\sqrt2,\nonumber\\
\mathbf u^TQ_{yz}\mathbf v&=(u_yv_z+u_zv_y)/\sqrt2,\label{eq:Q}\\
\mathbf u^TQ_{x^2-y^2}\mathbf v&=(u_xv_x-u_yv_y)/\sqrt2,\nonumber\\
\mathbf u^TQ_{xy}\mathbf v&=(u_xv_y+u_yv_x)/\sqrt2.\nonumber
\end{align}
They satisfy $\mathrm{Tr}\,Q_aQ_b=\delta_{ab}$. To see that the functions are then orthonormal, use
\begin{equation}
\int \hat r_i\hat r_j\hat r_k\hat r_l\,d\Omega=\tfrac{4\pi}{15}(\delta_{ij}\delta_{kl}+\delta_{ik}\delta_{jl}+\delta_{il}\delta_{jk}).
\end{equation}
Isotropy and the symmetry of the indices fix the form. Setting $i=j$, $k=l$ and summing gives $4\pi$ on the left and $9+3+3=15$ in the bracket, which fixes the factor. Contracted with $Q_a$ and $Q_b$, the first term vanishes because the traces vanish, and the other two give $\frac{15}{8\pi}\frac{4\pi}{15}\,2\,\mathrm{Tr}\,Q_aQ_b=\delta_{ab}$.

Let the rotation $R$ have columns $\mathbf e_1,\mathbf e_2,\mathbf n$. The rotated function is $d_\lambda^L(\hat{\mathbf r})=d_\lambda(R^T\hat{\mathbf r})$, whose matrix is $RQ_\lambda R^T$. Hence
\begin{equation}
F_{\lambda a}=\mathrm{Tr}(Q_aRQ_\lambda R^T).
\end{equation}
The rotated matrices follow from \eqref{eq:Q} with the axes replaced by $\mathbf e_1,\mathbf e_2,\mathbf n$. For example, $RQ_\sigma R^T=(3\mathbf n\mathbf n^T-1)/\sqrt6$ and $RQ_{\pi_i}R^T=(\mathbf e_i\mathbf n^T+\mathbf n\mathbf e_i^T)/\sqrt2$. Since $Q_a$ is traceless and symmetric,
\begin{align}
F_{\sigma a}&=\sqrt{\tfrac32}\,\mathbf n^TQ_a\mathbf n,\qquad
F_{\pi_i a}=\sqrt2\,\mathbf e_i^TQ_a\mathbf n,\label{eq:Fsp}\\
F_{\delta_1a}&=\tfrac1{\sqrt2}(\mathbf e_1^TQ_a\mathbf e_1-\mathbf e_2^TQ_a\mathbf e_2),\qquad
F_{\delta_2a}=\sqrt2\,\mathbf e_1^TQ_a\mathbf e_2.
\end{align}

For explicit entries let $\theta,\phi$ be the polar angles of $\mathbf n$, with $c=\cos\theta$, $s=\sin\theta$, $C=\cos\phi$, $S=\sin\phi$, $C_2=\cos2\phi$, $S_2=\sin2\phi$, and choose
\begin{equation}
\mathbf e_1=(cC,cS,-s),\quad \mathbf e_2=(-S,C,0),\quad \mathbf n=(sC,sS,c).
\end{equation}
Inserting these in \eqref{eq:Q}, in the column order $z^2,xz,yz,x^2-y^2,xy$, gives:
\begin{itemize}
\item $\sigma$: $\frac12(3c^2-1),\ \sqrt3\,scC,\ \sqrt3\,scS,\ \frac{\sqrt3}2s^2C_2,\ \frac{\sqrt3}2s^2S_2$;
\item $\pi_1$: $-\sqrt3\,sc,\ (c^2-s^2)C,\ (c^2-s^2)S,\ sc(C^2-S^2)=scC_2,\ 2scCS=scS_2$;
\item $\pi_2$: $0,\ -cS,\ cC,\ -2sSC=-sS_2,\ s(C^2-S^2)=sC_2$;
\item $\delta_1$: $\frac{(3s^2-1)+1}{\sqrt{12}}=\frac{\sqrt3}2s^2,\ -scC,\ -scS,\ \frac12(1+c^2)C_2,\ \frac12(1+c^2)S_2$;
\item $\delta_2$: $0,\ sS,\ -sC,\ -2cCS=-cS_2,\ c(C^2-S^2)=cC_2$.
\end{itemize}
In the $\delta_1$ row, the fourth entry is $\frac12[c^2(C^2-S^2)-(S^2-C^2)]$ and the fifth is $\frac12[2c^2CS+2SC]$.

Rotation preserves integrals, and $RQ_\lambda R^T$ is again symmetric and traceless. The local functions are therefore another orthonormal basis of the same five-dimensional space, and $F$ is orthogonal:
\begin{equation}
\sum_aF_{\lambda a}F_{\mu a}=\delta_{\lambda\mu},\qquad \sum_\lambda F_{\lambda a}F_{\lambda b}=\delta_{ab}.
\label{eq:orth}
\end{equation}

\section{The matrix and its trace}

Adding the diagonal local operators, expressed in the fixed basis, gives the angular overlap matrix
\begin{equation}
V_{ab}=\sum_L\sum_\lambda e_\lambda F_{\lambda a}(L)F_{\lambda b}(L).
\label{eq:aom}
\end{equation}
Set $a=b$, sum over $a$, and use the first relation in \eqref{eq:orth}:
\begin{equation}
\mathrm{Tr}\,V=\sum_L(e_\sigma+2e_\pi+2e_\delta).
\label{eq:trace}
\end{equation}
Moving a ligand at fixed parameters redistributes the level energies without changing their sum. If ligands differ, each enters the sum with its own parameters.

A form without the transverse axes makes the cubic cases short. Define $q_a=\mathbf n^TQ_a\mathbf n$. By \eqref{eq:Fsp} the $\sigma$ product is $\frac32q_aq_b$. For the $\pi$ pair use $\mathbf e_1\mathbf e_1^T+\mathbf e_2\mathbf e_2^T=1-\mathbf n\mathbf n^T$:
\begin{equation}
\sum_iF_{\pi_ia}F_{\pi_ib}=2\,\mathbf n^TQ_a(1-\mathbf n\mathbf n^T)Q_b\mathbf n
=2(\mathbf n^TQ_aQ_b\mathbf n-q_aq_b).
\end{equation}
By the second relation in \eqref{eq:orth}, the $\delta$ product is $\delta_{ab}$ minus these two. Therefore
\begin{align}
V_{ab}=\sum_L\Big[&e_\delta\delta_{ab}+\tfrac32(e_\sigma-e_\delta)q_aq_b\nonumber\\
&+2(e_\pi-e_\delta)(\mathbf n^TQ_aQ_b\mathbf n-q_aq_b)\Big].
\label{eq:closed}
\end{align}
Only $\mathbf n$ appears, so a turn of the local frame about the bond has no effect. If the two $\pi$ energies differ, as they may for a planar ligand, $V$ does depend on that turn. The trace still does not: $2e_\pi$ is replaced by the sum of the two. With $\mathbf e_1$ chosen in the ligand plane, the lower symmetry also allows the $\delta$ pair to split and $\sigma$ to mix with $\delta_1$, and, if the ligand is bent off the bond axis within its plane, $\pi_1$ to mix with both and $\pi_2$ with $\delta_2$; each ligand then contributes the sum of its five local diagonal energies to the trace.

\section{Octahedron}

The ligands lie at $\pm$ each Cartesian axis, so $\sum_L\mathbf n\mathbf n^T=2\cdot1$ and
\begin{align}
\sum_L\mathbf n^TQ_aQ_b\mathbf n&=2\,\mathrm{Tr}\,Q_aQ_b=2\delta_{ab},\\
\sum_Lq_aq_b&=2\sum_i(Q_a)_{ii}(Q_b)_{ii}.
\end{align}
For $z^2$ and $x^2-y^2$ the $Q$ matrices are diagonal, and the last sum is $2\delta_{ab}$. For the other three the diagonals vanish, and so does the sum; mixed elements vanish too. With six ligands, \eqref{eq:closed} gives
\begin{align}
E(e_g)&=6e_\delta+3(e_\sigma-e_\delta)=3e_\sigma+3e_\delta,\\
E(t_{2g})&=6e_\delta+4(e_\pi-e_\delta)=4e_\pi+2e_\delta,\\
\Delta_o&=3e_\sigma-4e_\pi+e_\delta.
\label{eq:do}
\end{align}
The shorter form $3e_\sigma-4e_\pi$ is the case $e_\delta=0$. Equivalently, it holds when $\sigma$ and $\pi$ energies are counted from $e_\delta$, since $3(e_\sigma-e_\delta)-4(e_\pi-e_\delta)$ equals \eqref{eq:do}. The coefficients $3-4+1$ add to zero, as they must, because equal shifts of all five orbitals cannot split them.

\section{Tetrahedron}

Take $\sqrt3\,\mathbf n=(1,1,1),(1,-1,-1),(-1,1,-1),(-1,-1,1)$. The product $n_xn_y$ is $\frac13,-\frac13,-\frac13,\frac13$, with sum zero, and likewise for the other pairs. Thus $\sum_L\mathbf n\mathbf n^T=\frac43\cdot1$ and $\sum_L\mathbf n^TQ_aQ_b\mathbf n=\frac43\delta_{ab}$.

For the $e$ set, $q_a=\frac13\mathrm{Tr}\,Q_a=0$. For $xy$, $q_{xy}=\sqrt2\,n_xn_y=\pm\sqrt2/3$, so $\sum_Lq_{xy}^2=4\cdot\frac29=\frac89$, and similarly for $xz$ and $yz$. A cross term such as $\sum_Lq_{xy}q_{yz}=2\sum_Ln_xn_y^2n_z=\frac23\sum_Ln_xn_z$ is zero. With four ligands,
\begin{align}
E(e)&=4e_\delta+\tfrac83(e_\pi-e_\delta)=\tfrac83e_\pi+\tfrac43e_\delta,\\
E(t_2)&=4e_\delta+\tfrac43(e_\sigma-e_\delta)+2\left(\tfrac43-\tfrac89\right)(e_\pi-e_\delta)\nonumber\\
&=\tfrac43e_\sigma+\tfrac89e_\pi+\tfrac{16}9e_\delta.
\end{align}
Subtracting,
\begin{equation}
\Delta_t=\tfrac43e_\sigma-\tfrac{16}9e_\pi+\tfrac49e_\delta=\tfrac49(3e_\sigma-4e_\pi+e_\delta).
\label{eq:dt}
\end{equation}
If the parameters are the same in both complexes, $\Delta_t=\frac49\Delta_o$. The order of the two sets is reversed, as the definitions of $\Delta_o$ and $\Delta_t$ show. If bond lengths or charges change the parameters, \eqref{eq:dt} still holds with the tetrahedral ones, but the ratio to $\Delta_o$ changes.

\section{Where four ninths comes from}

The same combination of parameters appears twice for a reason that can be seen ligand by ligand. Let $A=\{z^2,x^2-y^2\}$, $B=\{xz,yz,xy\}$, and $K=n_x^4+n_y^4+n_z^4$. Four sums are needed:
\begin{align}
\sum_{a\in A}q_a^2&=K-\tfrac13, & \sum_{a\in B}q_a^2&=1-K,\\
\sum_{a\in A}Q_a^2&=\tfrac23\cdot1, & \sum_{a\in B}Q_a^2&=1.
\end{align}
For the first, $q_a$ is the component of $(n_x^2,n_y^2,n_z^2)$ along the diagonal of $Q_a$. The squared length is $K$, and the remaining direction $(1,1,1)/\sqrt3$ takes $\frac13$ of it. The second is $2(n_x^2n_y^2+n_y^2n_z^2+n_z^2n_x^2)=1-K$. The others follow by squaring the matrices.

Put $\sigma'=e_\sigma-e_\delta$ and $\pi'=e_\pi-e_\delta$. From \eqref{eq:closed}, one ligand contributes to the mean diagonal energies
\begin{align}
\bar E_A&=e_\delta+\tfrac34\sigma'(K-\tfrac13)+\pi'(1-K),\\
\bar E_B&=e_\delta+\tfrac12\sigma'(1-K)+\tfrac23\pi'K.
\end{align}
Their difference is $\sigma'(\frac54K-\frac34)+\pi'(1-\frac53K)=\frac5{12}(K-\frac35)(3\sigma'-4\pi')$. Summing over equal ligands,
\begin{equation}
\bar E_A-\bar E_B=(3e_\sigma-4e_\pi+e_\delta)\,\tfrac5{12}\sum_L\left(K_L-\tfrac35\right).
\label{eq:mean}
\end{equation}
This holds for any arrangement of the ligands. On an axis $K=1$, and six ligands give the factor $\frac5{12}\cdot6\cdot\frac25=1$. On a body diagonal $K=\frac13$, and four ligands give $\frac5{12}\cdot4\cdot(-\frac4{15})=-\frac49$. The magnitude is the product of $\frac46$, from the number of ligands, and $\frac23$, from their directions. Eight ligands at the corners of a cube give $-\frac89$.

The fitting question is now answered. With constant parameters common to both complexes, the octahedral and tetrahedral splittings contain the same combination, so together they cannot separate $e_\sigma$ from $e_\pi$. A square plane can. Remove the two ligands on the $z$ axis from the octahedron, with $e_\delta=0$. There the local and fixed functions agree up to sign, so the removal takes $2e_\sigma$ from $z^2$ and $2e_\pi$ from each of $xz,yz$. What remains is
\begin{align}
E(z^2)&=e_\sigma, & E(xz)=E(yz)&=2e_\pi,\\
E(x^2-y^2)&=3e_\sigma, & E(xy)&=4e_\pi.
\end{align}
Two level differences, $2e_\sigma$ and $2e_\pi$, give the parameters separately. The first, $E(x^2-y^2)-E(z^2)$, presumes that metal $s$ mixing into $z^2$, which the symmetry of the square allows but the model omits, is negligible. The $z^2$ level can be avoided: $E(xy)-E(xz)=2e_\pi$ and $E(x^2-y^2)-E(xy)=3e_\sigma-4e_\pi$ also fix both parameters, and symmetry keeps $s$ out of these three levels. If $e_\delta\neq0$, \eqref{eq:closed} shows that the same differences give $e_\sigma-e_\delta$ and $e_\pi-e_\delta$, since $e_\delta$ otherwise enters only as a common shift.

\section{A model complex}

Take ligand $\sigma$ and $\pi$ levels $0.40$ and $0.32$ hartree below $d$, couplings $0.10$ and $0.04$ hartree, and no $\delta$ interaction. Then
\begin{equation}
e_\sigma=\frac{0.10^2}{0.40}=0.025,\qquad e_\pi=\frac{0.04^2}{0.32}=0.005\ \text{hartree}.
\end{equation}
For the tetrahedral ligand along $(1,1,1)$, the $xz$ column of $F$ has $\sigma$ entry $0.577$ and $\pi$ entries $-0.236$ and $-0.408$. The squares are $0.333$ and $0.056+0.167=0.222$. Four ligands supply the coefficients $\frac43$ and $\frac89$ found above. The levels, in hartree, are
\begin{align}
E(e_g)&=3(0.025)=0.0750, & E(t_{2g})&=4(0.005)=0.0200,\\
E(t_2)&=0.0333+0.0044=0.0378, & E(e)&=\tfrac83(0.005)=0.0133.
\end{align}
The octahedral trace is $2(0.0750)+3(0.0200)=0.210$, equal to $6(0.025+0.010)$. The tetrahedron and the square plane, with four ligands each, share the trace $0.140$ although their levels differ. The splittings are $\Delta_o=0.0550$ hartree, about $12\,100\ \mathrm{cm}^{-1}$, and $\Delta_t=0.0244$ hartree, about $5\,400\ \mathrm{cm}^{-1}$.

\section{When the ligand orbitals are kept}

Diagonalizing the full model, with its ligand orbitals, replaces $e_\lambda$ by $e_\lambda(E)$ from \eqref{eq:partition}. For $e_g$ the condition $E=3(0.10)^2/(E+0.40)$ is a quadratic with upper root $-0.20+\sqrt{0.07}=0.0646$ hartree. For $t_{2g}$ it is $-0.16+\sqrt{0.032}=0.0189$ hartree. The full $\Delta_o$ is thus $0.0457$ hartree, and the constant-parameter value is 20\% larger relative to it. For the tetrahedron the full splitting is $0.0219$ hartree, and the excess is 12\%. The full ratio is $0.479$ instead of $0.444$.

The departure can be derived. Write a level as $E=\sum_\lambda w_\lambda e_\lambda(E)$, where the $w_\lambda$ are the cubic coefficients found above, and let $E_0=\sum_\lambda w_\lambda e_\lambda$. Expanding $e_\lambda(E)\approx e_\lambda(1-E/g_\lambda)$ gives
\begin{equation}
E\approx E_0-E_0\sum_\lambda w_\lambda e_\lambda/g_\lambda .
\end{equation}
The corrections lower $e_g$ by $0.0750^2/0.40=0.0141$ and $t_{2g}$ by $0.0200^2/0.32=0.0013$, which takes 23\% from $\Delta_o$. They lower $t_2$ by $0.0378(0.0333/0.40+0.0044/0.32)=0.0037$ and $e$ by $0.0133^2/0.32=0.0006$, which takes 13\% from $\Delta_t$. These two percentages are fractions of the constant-parameter splittings. On that same basis the full calculation loses 17\% and 11\%, so at these couplings the leading term overestimates both losses. For these parameters the octahedral splitting loses the larger fraction in either case, so the ratio rises. The direction is not general: with the same $e_\sigma$ and $e_\pi$ but gaps $g_\sigma=2$ and $g_\pi=0.1$ hartree, the full ratio falls to $0.436$.

If all couplings are multiplied by $x$, $E_0$ scales as $x^2$ and the correction as $x^4$. The ratio therefore leaves $4/9$ in proportion to $x^2$ at leading order. The computed departures are $0.0341$, $0.0107$, $0.0029$ and $0.0007$ for $x=1,\frac12,\frac14,\frac18$; the last steps approach the expected factor of four.

The factor is not tied to covalent mixing. In first order, any sum of equal potentials, each axial about its bond, satisfies the assumptions behind \eqref{eq:closed}. The numerical check integrates such a potential directly, without rotated functions, and finds the ratio $0.4444$. There $e_\sigma=1.686$, $e_\pi=1.535$ and $e_\delta=1.171$ in arbitrary units, so $\Delta_o=0.089$. Dropping $e_\delta$ without shifting the other two would give $-1.082$, with the wrong sign.

Within the model, multiplication by $4/9$ is thus justified when the parameters carry over and the corrections $E_0\sum_\lambda w_\lambda e_\lambda/g_\lambda$ are small compared with the splittings themselves, provided also that each level obeys $|E|\ll|g_\lambda|$ for every ligand type $\lambda$ it couples to, as the expansion assumes. An acceptor level close to the raised $t_2$ level violates this: for $g_\sigma=2$, $\beta_\sigma=0.2$, $g_\pi=-0.027$, $\beta_\pi=0.004$ hartree the leading corrections are about 3\% of the splittings, yet the $d$ character of $t_2$ is shared between two levels, at $0.0229$ and $0.0304$ hartree with weights $0.54$ and $0.45$, which give the ratios $0.403$ and $0.528$. Weak ligand mixing alone is not enough when $3e_\sigma$ and $4e_\pi$ nearly cancel. The model itself assumes additive, axial ligand contributions and omits metal $p$ mixing into $t_2$, which the symmetry of the tetrahedron allows. For the couplings used here, applying the factor $4/9$ to the full octahedral splitting gives $0.0203$ hartree, 7\% below the full tetrahedral value. That figure belongs to this parameter set, whose ligand levels lie deep, about 11 and 9 eV below $d$; with gaps of $0.15$ and $0.12$ hartree and the same $e_\lambda$ the shortfall is 12.5\%. At fixed $e_\lambda$ the leading corrections scale as $1/g_\lambda$, but here the $\sigma$ and $\pi$ parts move the ratio in opposite directions: halving $g_\sigma$ raises the shortfall to 12\%, while lowering $g_\pi$ to $0.08$ hartree reduces it to 4\%. Interactions between ligand orbitals, which the model omits, shift the ligand combinations differently in the two geometries and move the ratio away from $4/9$ even at weak metal--ligand coupling. If errors of this kind matter, or if the bonds differ, the tetrahedral complex needs its own calculation.

\section*{Table of computed values}
\begin{verbatim}
sigma gap, pi gap (hartree): 0.40, 0.32
sigma coupling, pi coupling (hartree): 0.10, 0.04
e_sigma, e_pi (hartree): 0.025000, 0.005000
F for tetrahedral ligand (1,1,1), columns z2 xz yz x2-y2 xy (no unit):
  sigma    0.00000   0.57735   0.57735   0.00000   0.57735
  pi1     -0.81650  -0.23570  -0.23570   0.00000   0.47141
  pi2      0.00000  -0.40825   0.40825  -0.81650   0.00000
  delta1   0.57735  -0.33333  -0.33333   0.00000   0.66667
  delta2   0.00000   0.57735  -0.57735  -0.57735   0.00000
octahedron levels z2 xz yz x2-y2 xy (hartree): 0.075000 0.020000 0.020000 0.075000 0.020000
octahedron trace, barycentre (hartree): 0.210000, 0.042000
tetrahedron levels z2 xz yz x2-y2 xy (hartree): 0.013333 0.037778 0.037778 0.013333 0.037778
tetrahedron trace, barycentre (hartree): 0.140000, 0.028000
square plane levels z2 xz yz x2-y2 xy (hartree): 0.025000 0.010000 0.010000 0.075000 0.020000
square plane trace, barycentre (hartree): 0.140000, 0.028000
octahedral splitting: 0.055000 hartree = 12071 cm^-1
tetrahedral splitting: 0.024444 hartree = 5365 cm^-1
tetrahedral/octahedral ratio, AOM (no unit): 0.444444
geometry factor, octahedron (no unit): 1.000000
geometry factor, tetrahedron (no unit): -0.444444
geometry factor, cube (no unit): -0.888889
full diagonalization, octahedron t2g, eg (hartree): 0.018885, 0.064575
full diagonalization, tetrahedron e, t2 (hartree): 0.012820, 0.034683
full octahedral splitting (hartree): 0.045690
full tetrahedral splitting (hartree): 0.021864
couplings x 1.000: full ratio 0.478527, minus 4/9 = 0.034082 (no unit)
couplings x 0.500: full ratio 0.455131, minus 4/9 = 0.010686 (no unit)
couplings x 0.250: full ratio 0.447304, minus 4/9 = 0.002859 (no unit)
couplings x 0.125: full ratio 0.445172, minus 4/9 = 0.000728 (no unit)
axial potential exp(1.5 n.r): e_sigma, e_pi, e_delta (no unit): 1.685718, 1.534831, 1.171109
axial potential splittings oct, tet (no unit): 0.088940, 0.039529
axial potential splitting ratio (no unit): 0.444444
largest change of V with psi for unequal pi (no unit): 0.4282
\end{verbatim}
